# Orbital localization in the Perdew-Zunger correction: Hartree against exchange-correlation

**Q.** You say that the Perdew-Zunger correction contains a localization functional. I see a sum of energies subtracted from a density functional. Why should it care which orbitals I use?

**A.** Because it is evaluated orbital by orbital. In Hartree atomic units, for integer occupations,

$$E_{PZ}=E_{DFA}-\sum_{i\sigma}\left(E_H[n_{i\sigma}]+E_{xc}[n_{i\sigma},0]\right),\qquad n_{i\sigma}=|\phi_{i\sigma}|^2 .$$

$E_{DFA}$ is the total energy of the approximate density functional. The bracket is the spurious energy that it assigns to one electron alone. For a one-electron density the exact functional has $E_{xc}=-E_H$, so the correction would vanish.

Now mix the occupied orbitals of one spin by a unitary matrix, $\phi'_i=\sum_a\phi_aU_{ai}$. The density is unchanged:

$$\sum_i|\phi'_i|^2=\sum_{ab}\phi_a\phi_b^*\sum_iU_{ai}U_{bi}^*=\sum_a|\phi_a|^2,$$

since $UU^\dagger=1$. The kinetic energy $\sum_i\langle\phi_i|-\tfrac12\nabla^2|\phi_i\rangle$ is a trace over the occupied space and is unchanged for the same reason. So $E_{DFA}$ is invariant, but the separate $n_i$ are not. At a fixed occupied space the self-energy sum alone selects the orbitals.

**Q.** Then take the Hartree part. The Edmiston-Ruedenberg functional is a sum of self-repulsion integrals, but I expect a factor of one half. Is "minus the functional" correct?

**A.** It depends on the spin sum. Write

$$(f|g)=\iint\frac{f(\mathbf r)g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad L=\sum_i(ii|ii),\qquad (ii|ii)=(n_i|n_i).$$

Since $E_H[n]=\tfrac12(n|n)$, one spin channel contributes

$$-\sum_iE_H[n_i]=-\tfrac12L .$$

In a closed shell with the same spatial orbitals for both spins, each spatial orbital is counted twice, and the Hartree part is $-2\cdot\tfrac12L=-L$. For different orbitals in the two channels it is $-\tfrac12(L_\uparrow+L_\downarrow)$.

Edmiston-Ruedenberg (ER) orbitals maximize $L$, so they minimize this part of the energy. They also keep the densities of different orbitals apart, because for one spin density $n=\sum_in_i$

$$(n|n)=L+\sum_{i\ne j}(ii|jj),$$

and the left side is fixed. Raising $L$ lowers the sum over $i\ne j$ by the same amount. That sum counts each pair twice, so the Coulomb repulsion between different orbitals, $\sum_{i<j}(ii|jj)$, falls by half the rise in $L$. The electrons themselves are not moved apart. The sum of exchange integrals $\sum_{ij}(ij|ji)$ is also invariant and has $L$ as its diagonal, so $\sum_{i<j}(ij|ji)$ falls by the same amount, and the repulsion energy of the determinant is unchanged.

**Q.** The exchange-correlation part is also subtracted, and $E_{xc}$ is negative. So it adds a positive energy. Why should that energy grow when orbitals localize?

**A.** Two orbitals show it. Let $\phi_i,\phi_j$ be real and orthonormal, with the same spin, and define

$$s=n_i+n_j,\qquad d=n_i-n_j,\qquad t=2\phi_i\phi_j .$$

Apart from phases that do not affect densities, a unitary mixing gives

$$\phi'=\cos\tfrac\alpha2\,\phi_i+e^{i\beta}\sin\tfrac\alpha2\,\phi_j .$$

Its density is

$$|\phi'|^2=\cos^2\tfrac\alpha2\,n_i+\sin^2\tfrac\alpha2\,n_j+2\cos\tfrac\alpha2\sin\tfrac\alpha2\cos\beta\,\phi_i\phi_j .$$

With $\cos^2\frac\alpha2=\frac12(1+\cos\alpha)$, $\sin^2\frac\alpha2=\frac12(1-\cos\alpha)$ and $2\sin\frac\alpha2\cos\frac\alpha2=\sin\alpha$, this becomes

$$|\phi'|^2=\tfrac12(s+D),\qquad D=\cos\alpha\,d+\sin\alpha\cos\beta\,t .$$

The two densities add up to $s$, so the partner has $\tfrac12(s-D)$. All the freedom sits in $D$, the difference of the two orbital densities.

For the Hartree part the cross terms $\pm(s|D)$ cancel:

$$-\tfrac12\left[\tfrac14(s+D|s+D)+\tfrac14(s-D|s-D)\right]=-\tfrac14(s|s)-\tfrac14(D|D).$$

For exchange-correlation take the local spin-density approximation (LSDA), and let $h(n)$ be minus its energy per volume at full spin polarization. The pair contributes

$$W[D]=\int\left[h\!\left(\tfrac{s+D}{2}\right)+h\!\left(\tfrac{s-D}{2}\right)\right]d^3r .$$

Suppose that $h$ is convex. Then $W$ is convex in $D$, and it is even because $D\to-D$ swaps the two terms. Hence

$$W[0]\le\tfrac12\left(W[D]+W[-D]\right)=W[D].$$

The Coulomb norm is non-negative, since in Fourier space $(D|D)=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}|D_{\mathbf k}|^2$. So at $D=0$, where the two densities are equal, the Hartree part is highest and the xc part is lowest. If $D$ is scaled up from zero at fixed shape, the first falls and the second does not fall. That is the opposition.

**Q.** You supposed convexity. Is it true?

**A.** For exchange, yes. The unpolarized energy per volume is $-\frac34(3/\pi)^{1/3}n^{4/3}$, and spin scaling, $E_x[n,0]=\frac12E_x[2n]$ with the unpolarized functional on the right, gives a factor $\frac12\cdot2^{4/3}=2^{1/3}$:

$$h_x(n)=C\,n^{4/3},\qquad C=\tfrac34\left(\tfrac6\pi\right)^{1/3},\qquad h_x''=\tfrac49C\,n^{-2/3}>0 .$$

For Perdew-Wang correlation I rely on a numerical test: the slopes of $h_c$ increase throughout a sample of densities from $10^{-6}$ to $10^4$ bohr$^{-3}$. A functional that depends on density gradients is not covered by this argument.

**Q.** Two orbitals are special. What survives for $N$ orbitals?

**A.** Bounds at fixed $n$, within one spin channel. For the Hartree energy, expand the non-negative sum

$$0\le\sum_{i<j}(n_i-n_j|n_i-n_j)=(N-1)\sum_i(n_i|n_i)-\sum_{i\ne j}(n_i|n_j)=N\sum_i(n_i|n_i)-(n|n).$$

This gives the lower bound. The upper one follows because every $(n_i|n_j)$ is non-negative:

$$\tfrac1NE_H[n]\le\sum_iE_H[n_i]\le E_H[n].$$

For a convex $h$, Jensen's inequality at each point gives $\sum_ih(n_i)\ge N\,h(n/N)$. Also $h(0)=0$, and $n_i$ is a weighted mean of $n$ and $0$ with weights $n_i/n$ and $1-n_i/n$, so $h(n_i)\le(n_i/n)h(n)$. Summing over $i$ and integrating,

$$N\int h(n/N)\,d^3r\le\sum_i\int h(n_i)\,d^3r\le\int h(n)\,d^3r .$$

For exchange the lower limit is $N\cdot N^{-4/3}=N^{-1/3}$ times the upper one, against $1/N$ for Hartree. Spreading can therefore reduce the Hartree self-energy by a larger factor than the exchange self-energy, as far as these limits go. If only the density is fixed, the lower limits can be reached. Let $q(z)=\frac1N\int_{-\infty}^z dz'\iint n(x,y,z')\,dx\,dy$, which rises from 0 to 1. The functions $\sqrt{n/N}\,e^{2\pi ik\,q(z)}$ with $k=0,\dots,N-1$ each have density $n/N$. They are orthonormal, because integrating over $x$ and $y$ turns their overlap into $\int_0^1e^{2\pi i(k-k')q}\,dq$. In general they lie outside the given occupied space, and within that space the limits need not be attained.

**Q.** Both parts respond to $D$. Then perhaps they have the same extremal orbitals, and the opposition merely rescales the ER functional.

**A.** No. They measure $D$ differently, and the first derivative shows the consequence. Rotate two real orbitals by a small angle $\theta$: $\phi_i\to\phi_i+\theta\phi_j$ and $\phi_j\to\phi_j-\theta\phi_i$. To first order $n_i$ changes by $\theta t$ and $n_j$ by $-\theta t$. With $v_i$ the Hartree plus xc potential of $n_i$ alone,

$$\frac{d}{d\theta}\sum_k\left(E_H[n_k]+E_{xc}[n_k,0]\right)\Big|_{\theta=0}=\int t\,(v_i-v_j)\,d^3r .$$

The slope of $E_{PZ}$ is minus this. Its Hartree piece is $(t|n_i)-(t|n_j)=2[(ii|ij)-(jj|ij)]$, which vanishes for every pair at the ER orbitals. Nothing in that condition makes the xc piece vanish.

Neon gives a case where it does not. I took LSDA orbitals in the cc-pVTZ basis and maximized $L$ over all five occupied orbitals. The largest remaining Hartree slope is below $10^{-9}$ hartree per radian, while the largest xc slope is 0.080 hartree per radian for one spin. (Near the basis-set limit this slope is 0.079.) A small rotation in the right direction therefore lowers $E_{PZ}$, and the ER orbitals are not its minimum. The lowering is small. The curvature along that rotation is about 3.3 hartree per radian squared, which gives roughly 0.001 hartree per spin.

**Q.** How did you maximize $L$, and did you consider complex orbitals?

**A.** By successive pair rotations. A real rotation by $\theta$ has $\alpha=2\theta$, $\beta=0$, so $D=\cos2\theta\,d+\sin2\theta\,t$. The pair's share of $L$ is $\frac12(s|s)+\frac12(D|D)$, and

$$\tfrac12(D|D)=\tfrac12\left[\cos^22\theta\,(d|d)+\sin^22\theta\,(t|t)+2\sin2\theta\cos2\theta\,(d|t)\right].$$

The double-angle formulas turn this into

$$L(\theta)=\text{const}+\tfrac14\left[(d|d)-(t|t)\right]\cos4\theta+\tfrac12(d|t)\sin4\theta .$$

The terms of $L$ with other orbitals do not change. With $a$ and $b$ the coefficients of the cosine and sine, the maximum lies where $(\cos4\theta,\sin4\theta)$ is parallel to $(a,b)$.

Complex mixing of a real pair cannot do better. The coefficients $(\cos\alpha,\sin\alpha\cos\beta)$ fill the unit disk, and real rotations are its edge. Going inward along a radius multiplies $(D|D)$ by the square of a factor below one. This is a statement about pairs, not a proof of a global maximum for five orbitals. I kept the best of four random starts, and none of 30 random unitary mixings exceeded it.

**Q.** If complex mixing weakens the Hartree gain, it also reduces the xc cost. Which effect is larger?

**A.** That depends on the pair. Compare $(\phi_i\pm i\phi_j)/\sqrt2$, which have $D=0$, with $(\phi_i\pm\phi_j)/\sqrt2$, which have $D=\pm t$. Going from the first set to the second changes the PZ energy per spin by

$$\Delta=-\tfrac14(t|t)+W[t]-W[0]=-(ij|ij)+W[t]-W[0],$$

because $t=2\phi_i\phi_j$ gives $(t|t)=4(ij|ij)$. The Hartree gain is the ordinary exchange integral of the pair.

Take two 2p orbitals of neon. The set with $D=\pm t$ is again a pair of real p orbitals, turned by 45 degrees. Let $\rho(r)$ be the spherical average of a 2p density. A real p orbital has density $3\cos^2\vartheta\,\rho$, and the angular average of its $4/3$ power gives

$$3^{4/3}\int_0^1c^{8/3}\,dc=3^{4/3}\cdot\tfrac3{11}=1.180 .$$

The complex orbitals $(p_x\pm ip_y)/\sqrt2$ have density $\frac32\sin^2\vartheta\,\rho$. Substituting $u=c^2$ turns the average into a Beta function:

$$\left(\tfrac32\right)^{4/3}\int_0^1(1-c^2)^{4/3}dc=\left(\tfrac32\right)^{4/3}\frac{\sqrt\pi}{2}\frac{\Gamma(7/3)}{\Gamma(17/6)}=1.051 .$$

With $C\int\rho^{4/3}d^3r=0.4128$ hartree, the exchange cost of the real pair is

$$2(1.1800-1.0506)\times0.4128=0.1068\ \text{hartree}.$$

Correlation adds 0.0023, and the Hartree gain is 0.0507. So $\Delta=-0.0507+0.1068+0.0023=+0.058$ hartree per spin. Here the opposition wins, and the complex pair has the lower PZ energy. These are cc-pVTZ values. Near the basis-set limit the gain is 0.0503 and the exchange cost is 0.1064, and $\Delta$ is unchanged.

**Q.** That undermines your story about localization. Show me a case where the Hartree term wins.

**A.** Put two electrons of the same spin on distant sites, in orthonormal orbitals $a$ and $b$. Take $\phi_{i,j}=(a\pm b)/\sqrt2$. Then $t=2\phi_i\phi_j=a^2-b^2$, and for equivalent sites the Hartree gain on localizing is

$$\tfrac14(t|t)=\tfrac14\left[(aa|aa)+(bb|bb)-2(aa|bb)\right]=\tfrac12(U-V),$$

with $U=(aa|aa)$ and $V=(aa|bb)$. Let $X=|E_x[a^2,0]|$. Localized orbitals cost $2X$ in exchange. At $D=0$ each orbital has half its density on each site, which gives four pieces of $2^{-4/3}X$, or $2^{2/3}X$ in total, if overlap is negligible. The cost of localizing is therefore $(2-2^{2/3})X$.

For hydrogen 1s orbitals in the cc-pVTZ basis, 10 bohr apart, $U=0.6251$, $V=0.1000$ and $X=0.2681$ hartree:

$$\tfrac12(0.6251-0.1000)=0.2625,\qquad(2-2^{2/3})\times0.2681=0.1106 .$$

With a correlation cost of 0.0044, $\Delta=-0.148$ hartree. Localization wins clearly. As the sites approach, $V$ grows and the gain shrinks. Once the orbitals overlap, the cost formula no longer applies.

**Q.** What decides between these two outcomes?

**A.** One factor is the range over which $D$ separates charge. To leading order in $D$, expanding $h$ about $s/2$ cancels the linear terms and leaves

$$W[D]-W[0]\simeq\tfrac14\int h''(s/2)\,D^2\,d^3r .$$

This cost is local: it does not ask how far apart the positive and negative regions of $D$ lie. The Coulomb norm does, through the factor $1/k^2$. On one atom, a difference density $f(r)Y_{lm}$ has

$$(D|D)=\frac{4\pi}{2l+1}\iint f(r)f(r')\frac{r_<^l}{r_>^{l+1}}\,r^2r'^2\,dr\,dr' .$$

For a given $f$ of one sign, both the prefactor and $(r_</r_>)^l$ fall as $l$ rises, so a dipole gains more Hartree energy than a quadrupole.

The 2p pair has $t\propto p_xp_y$, a quadrupole. A 2s,2p pair has a dipole, and its $D=\pm t$ orbitals are the hybrids $(s\pm p)/\sqrt2$. In neon their Hartree gain is 0.196 hartree and their xc cost is $0.170+0.004=0.174$, so $\Delta=-0.022$. Near the basis-set limit the gain is 0.195 and $\Delta$ is still $-0.022$. The ratios of gain to cost are 0.46 for the quadrupole, 1.13 for the dipole and 2.28 for the distant sites. This order agrees with the argument, although the radial functions and $s$ also differ between the cases, the 2s,2p radial product changes sign at the 2s node, and $D$ is not small in any of them.

**Q.** Pairs are one thing. What happens to the whole neon atom?

**A.** These are the parts of the PZ correction for both spins, in hartree, at fixed LSDA density in the cc-pVTZ basis:

| Orbitals | Hartree | Exchange | Correlation | Sum |
|---|---|---|---|---|
| real canonical | −10.038 | 8.913 | 0.323 | −0.802 |
| one complex 2p pair | −9.937 | 8.699 | 0.319 | −0.919 |
| ER | −10.779 | 9.411 | 0.331 | −1.037 |

The Hartree column is $-L$. For the ER set it was also computed by integrating each density against its own potential on a grid, with the same result.

From canonical to ER orbitals the Hartree part falls by 0.741 hartree, while exchange and correlation rise by 0.499 and 0.008. The opposition cancels about two thirds of the Hartree gain, and the net change is −0.235 hartree (−6.39 eV). Making one 2p pair complex moves every part the other way: the Hartree part rises by 0.101, exchange and correlation fall by 0.214 and 0.005, and the net change is −0.117 hartree (−3.18 eV). This is twice the pair result of 0.058, once for each spin. The third decimals depend on the basis. Near the basis-set limit the Hartree entries are smaller in size by 0.020 to 0.024, the exchange entries by 0.016 to 0.018 and the sums by 0.004 to 0.006. The net change to ER orbitals becomes −0.233 hartree (−6.35 eV), and the change for the complex pair stays at −0.117 hartree.

**Q.** So the energy falls whether I raise $L$ or lower it?

**A.** Along these two different changes of the orbitals, yes. Starting from the canonical set, the change to ER orbitals, which mixes all five orbitals, lowers the energy because the Hartree term wins, and complex mixing of 2p orbitals lowers it because exchange wins. The value of $L$ alone does not order the PZ energies.

The two self-energy sums nevertheless move largely together. In one sample of 50 random complex mixings of the valence orbitals, the correlation coefficient between the Hartree sum and the size of the xc sum is 0.97. That draw is on the high side: eighteen other samples of the same size give values from 0.91 to 0.97, and 0.94 when pooled. The PZ energy responds to the difference between them, and a high correlation of the two sums does not fix the sign of the change in that difference. The numerical check checks the identities, the bounds and the pair balances numerically.

## Values computed for the example and the checks

```
Neon LSDA/cc-pVTZ total energy: -128.21006 hartree
Neon PZ correction, both spins, hartree:
set: L | Hartree part | exchange part | correlation part | sum
real canonical: 10.03803 | -10.03803 | 8.91289 | 0.32342 | -0.80173
complex 2p pair: 9.93672 | -9.93672 | 8.69919 | 0.31880 | -0.91873
ER localized: 10.77902 | -10.77902 | 9.41145 | 0.33100 | -1.03657
complex 2p pair minus real canonical: -0.11700 hartree = -3.184 eV
ER localized minus real canonical: -0.23484 hartree = -6.390 eV
ER Hartree part from grid potentials: -10.77902 hartree
ER orbital self-energies, one spin, hartree (H | x | c):
  3.04946 | -2.62614 | -0.04940
  0.58501 | -0.51990 | -0.02903
  0.58501 | -0.51990 | -0.02903
  0.58501 | -0.51990 | -0.02903
  0.58501 | -0.51989 | -0.02903
Largest Hartree slope at ER: 3.9e-10 hartree/rad
Largest xc slope at ER: 0.0800 hartree/rad
Neon bounds on self-energy sums, one spin, hartree:
  Hartree: 3.2932 to 16.4662
  minus exchange: 3.2116 to 5.4917
  minus correlation: 0.1487 to 0.1801
Hartree/xc size correlation, 50 valence mixings: 0.967
Pair balance from D=0 to D=t, one spin, hartree:
pair: Hartree gain | x cost | c cost | net PZ change | gain/cost
Ne 2p,2p': 0.05066 | 0.10684 | 0.00231 | 0.05850 | 0.464
Ne 2s,2p: 0.19631 | 0.17033 | 0.00367 | -0.02231 | 1.128
H...H: 0.26253 | 0.11059 | 0.00440 | -0.14754 | 2.283
Angular exchange factor, real p: 1.18002
Angular exchange factor, complex p: 1.05061
Spherical 2p exchange size: 0.41281 hartree
2p pair exchange cost from factors: 0.10685 hartree
H...H distance: 10.0 bohr
H site U: 0.62507 hartree; V: 0.10000 hartree
H site exchange self-energy: -0.26805 hartree
H...H exchange cost from site formula: 0.11060 hartree
```
